# Tunnel conductance change from a piezoelectric thickness difference: test program

```python
"""
Result under test: two tunnel barriers that differ only in thickness,
d and d + delta, have the WKB conductance ratio
    G(d) / G(d + delta) = exp(2 kappa delta),
    kappa = sqrt(2 m phi) / hbar.
phi: barrier height above the Fermi level (eV); m: tunnelling mass;
d, delta: thickness and thickness difference (nm); kappa in 1/nm.
The wave equation is integrated numerically as an independent check.
Further calculations size effects which the simple model leaves out.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import digamma

# Inputs
phi = 2.0                 # eV
mass = 0.2                # electron masses
delta = 0.01              # nm
d = 2.0                   # nm
fermi = 5.0               # eV, electrode with free-electron mass
temperature = 300.0       # K
d33 = 5.0                 # pm/V, rough magnitude
breakdown = 5.0           # MV/cm, rough
gap = 6.0                 # eV, rough
eps_optical = 4.0         # rough
read_voltage = 0.1        # V
height_shift = 0.1        # eV, comparison case

# 2 m_e / hbar^2 in 1/(eV nm^2)
wave_const = 2 * const.m_e * const.e / const.hbar**2 * 1e-18


def decay(height):
    return np.sqrt(wave_const * mass * height)


def percent(log_ratio):
    return 100 * np.expm1(log_ratio)


kappa = decay(phi)
log_ratio = 2 * kappa * delta
ratio = np.exp(log_ratio)
k_metal = np.sqrt(wave_const * fermi)


def transmission(thickness, height=phi):
    """Integrate psi and psi'/m from the exit face to the entry face."""
    def slope(x, y):
        return [mass * y[1], wave_const * height * y[0]]
    start = np.array([1.0 + 0j, 1j * k_metal])
    sol = solve_ivp(slope, (thickness, 0.0), start, method="DOP853",
                    rtol=1e-11, atol=1e-12)
    assert sol.success
    psi, flux = sol.y[:, -1]
    incoming = 0.5 * (psi + flux / (1j * k_metal))
    return 1 / abs(incoming)**2


# Thickness ratio from the full wave equation, at three thicknesses.
# The allowed difference follows the neglected internal reflections.
wave_ratios = {}
for thick in (1.0, 2.0, 3.0):
    r = transmission(thick) / transmission(thick + delta)
    wave_ratios[thick] = r
    assert abs(r - ratio) < 0.2 * np.exp(-2 * kappa * thick) + 1e-7

# Prefactor from matching at the two faces
b = kappa / mass
prefactor = 16 * k_metal**2 * b**2 / (k_metal**2 + b**2)**2
t_wkb = np.exp(-2 * kappa * d)
t_wave = transmission(d)
assert abs(t_wave / (prefactor * t_wkb) - 1) < 1e-4

# Channel conductances in pS
g_quantum = 2 * const.e**2 / const.h
g_thin = g_quantum * t_wkb * 1e12
g_thick = g_quantum * np.exp(-2 * kappa * (d + delta)) * 1e12


# Wide junction: direct sum over transverse wavevectors
def transverse_sum(thickness):
    def f(k):
        q = np.sqrt(kappa**2 + k**2)
        return k * np.exp(-2 * thickness * (q - kappa))
    value = quad(f, 0, k_metal, epsabs=1e-13, epsrel=1e-11, limit=200)[0]
    return value * np.exp(-2 * kappa * thickness)


def transverse_formula(thickness):
    factor = kappa / (2 * thickness) + 1 / (4 * thickness**2)
    return factor * np.exp(-2 * kappa * thickness)


for thick in (1.0, d, d + delta):
    assert abs(transverse_sum(thick) / transverse_formula(thick) - 1) < 1e-6
log_area = np.log(transverse_sum(d) / transverse_sum(d + delta))
assert log_area > log_ratio

# Barrier-height change equivalent to the thickness change
shift_wkb = phi * ((1 + delta / d)**2 - 1)
target = transmission(d + delta)
shift_wave = brentq(
    lambda s: np.log(transmission(d, phi + s) / target), 0.0, 0.1,
    xtol=1e-9)
assert abs(shift_wave / shift_wkb - 1) < 0.10
assert shift_wave < shift_wkb
log_height = 2 * d * (decay(phi + height_shift) - kappa)

# Thermal average over the derivative of the Fermi function
kt = const.k * temperature / const.e


def thermal(thickness):
    def f(energy):
        weight = 1 / (4 * kt * np.cosh(energy / (2 * kt))**2)
        return weight * np.exp(-2 * thickness
                               * (decay(phi - energy) - kappa))
    value = quad(f, -0.8, 0.8, points=[0], epsabs=1e-12,
                 epsrel=1e-10, limit=200)[0]
    return value * np.exp(-2 * kappa * thickness)


log_thermal = np.log(thermal(d) / thermal(d + delta))

# Image potential between two metal plates
coulomb = const.e / (4 * np.pi * const.epsilon_0 * eps_optical) * 1e9


def image_lowering(s, thickness):
    return coulomb / (4 * thickness) * (
        2 * digamma(1) - digamma(s) - digamma(1 - s))


s_test = 0.3
n = np.arange(1, 20001)
image_sum = coulomb / d * (
    1 / (4 * s_test) + 0.5 * np.sum(n / (n**2 - s_test**2) - 1 / n))
assert abs(image_sum / image_lowering(s_test, d) - 1) < 1e-7


def image_action(thickness):
    edge = brentq(lambda s: phi - image_lowering(s, thickness), 1e-6, 0.5,
                  xtol=1e-14)

    # The substitution s = edge + u^2 smooths the turning point.
    def f(u):
        height = phi - image_lowering(edge + u * u, thickness)
        return 2 * u * decay(max(height, 0.0))
    half = quad(f, 0, np.sqrt(0.5 - edge), epsabs=1e-11,
                epsrel=1e-10, limit=200)[0]
    return 4 * thickness * half


log_image = image_action(d + delta) - image_action(d)
assert 0.9 < log_image / log_ratio < 1.0

# Piezoelectric voltage and the barrier tilt at that voltage
voltage = delta * 1000 / (2 * d33)
field = voltage / d * 10          # 1 V/nm = 10 MV/cm
delta_read = 2 * d33 * read_voltage / 1000
log_read = 2 * kappa * delta_read
mean_decay = quad(lambda s: decay(phi - voltage * s), 0, 1)[0]
log_tilt = 2 * mean_decay * delta
assert log_tilt < log_ratio

# Two-band dispersion, when the given mass is a band-edge mass
log_two_band = log_ratio * np.sqrt(1 - phi / gap)

print(f"Barrier height: {phi:.2f} eV")
print(f"Tunnelling mass: {mass:.2f} electron masses")
print(f"Thickness difference: {delta:.3f} nm")
print(f"Thin-state thickness: {d:.2f} nm")
print(f"Thick-state thickness: {d + delta:.2f} nm")
print(f"2 m_e/hbar^2: {wave_const:.4f} 1/(eV nm^2)")
print(f"Decay constant kappa: {kappa:.4f} 1/nm")
print(f"Thin-state exponent 2 kappa d: {2 * kappa * d:.4f}")
print(f"Exponent difference 2 kappa delta: {log_ratio:.5f}")
print(f"WKB transmission, thin state: {t_wkb:.4e}")
print(f"Conductance quantum 2e^2/h: {g_quantum * 1e6:.3f} uS")
print(f"WKB channel conductance, thin: {g_thin:.2f} pS")
print(f"WKB channel conductance, thick: {g_thick:.2f} pS")
print(f"Conductance ratio thin/thick: {ratio:.5f}")
print(f"Thin relative to thick: {percent(log_ratio):+.2f} %")
print(f"Thick relative to thin: {percent(-log_ratio):+.2f} %")
print(f"Linear estimate of change: {100 * log_ratio:.2f} %")
print(f"Electrode Fermi energy: {fermi:.1f} eV")
print(f"Electrode wavevector: {k_metal:.3f} 1/nm")
print(f"Matching prefactor F: {prefactor:.3f}")
print(f"Full-wave transmission, thin state: {t_wave:.4e}")
for thick, r in wave_ratios.items():
    print(f"Full-wave ratio at d = {thick:.0f} nm: {r:.6f}")
print("Thin relative to thick, one effect added at a time:")
print(f"  transverse sum: {percent(log_area):+.2f} %")
print(f"  thermal spread at {temperature:.0f} K: "
      f"{percent(log_thermal):+.2f} %")
print(f"  image force, permittivity {eps_optical:.0f}: "
      f"{percent(log_image):+.2f} %")
print(f"  tilt at {voltage:.2f} V: {percent(log_tilt):+.2f} %")
print(f"  two-band dispersion, gap {gap:.0f} eV: "
      f"{percent(log_two_band):+.2f} %")
print(f"Image lowering at barrier centre: {image_lowering(0.5, d):.3f} eV")
print(f"Equivalent height change, WKB: {shift_wkb:.5f} eV")
print(f"Equivalent height change, full wave: {shift_wave:.5f} eV")
print(f"WKB ratio for {height_shift:.1f} eV height change: "
      f"{np.exp(log_height):.3f}")
print(f"Piezoelectric coefficient, rough: {d33:.1f} pm/V")
print(f"Voltage needed for thickness difference: {voltage:.2f} V")
print(f"Field at that voltage: {field:.2f} MV/cm")
print(f"Breakdown field, rough: {breakdown:.1f} MV/cm")
print(f"Needed field / breakdown field: {field / breakdown:.2f}")
print(f"Read voltage: {read_voltage:.2f} V")
print(f"Thickness difference at read voltage: {delta_read:.4f} nm")
print(f"Conductance change at read voltage: {percent(log_read):+.2f} %")
print("all good")
```

Printed output:

```
Barrier height: 2.00 eV
Tunnelling mass: 0.20 electron masses
Thickness difference: 0.010 nm
Thin-state thickness: 2.00 nm
Thick-state thickness: 2.01 nm
2 m_e/hbar^2: 26.2468 1/(eV nm^2)
Decay constant kappa: 3.2402 1/nm
Thin-state exponent 2 kappa d: 12.9607
Exponent difference 2 kappa delta: 0.06480
WKB transmission, thin state: 2.3509e-06
Conductance quantum 2e^2/h: 77.481 uS
WKB channel conductance, thin: 182.15 pS
WKB channel conductance, thick: 170.72 pS
Conductance ratio thin/thick: 1.06695
Thin relative to thick: +6.69 %
Thick relative to thin: -6.27 %
Linear estimate of change: 6.48 %
Electrode Fermi energy: 5.0 eV
Electrode wavevector: 11.456 1/nm
Matching prefactor F: 3.556
Full-wave transmission, thin state: 8.3588e-06
Full-wave ratio at d = 1 nm: 1.066790
Full-wave ratio at d = 2 nm: 1.066949
Full-wave ratio at d = 3 nm: 1.066949
Thin relative to thick, one effect added at a time:
  transverse sum: +7.27 %
  thermal spread at 300 K: +6.68 %
  image force, permittivity 4: +6.54 %
  tilt at 1.00 V: +5.74 %
  two-band dispersion, gap 6 eV: +5.43 %
Image lowering at barrier centre: 0.125 eV
Equivalent height change, WKB: 0.02005 eV
Equivalent height change, full wave: 0.01906 eV
WKB ratio for 0.1 eV height change: 1.377
Piezoelectric coefficient, rough: 5.0 pm/V
Voltage needed for thickness difference: 1.00 V
Field at that voltage: 5.00 MV/cm
Breakdown field, rough: 5.0 MV/cm
Needed field / breakdown field: 1.00
Read voltage: 0.10 V
Thickness difference at read voltage: 0.0010 nm
Conductance change at read voltage: +0.65 %
all good
```
